# Comment: When Trapped Electrons Do Not Follow the Boltzmann Relation: a program that tests the result

```python
"""
Result under test: trapped electrons whose phase-space density f depends only on
total energy E = m v^2/2 + U, with f constant for E < E0 and zero above, have
    n(U)/n(0) = (1 - U/E0)**(3/2),
not the Boltzmann form exp(-U/T), which belongs to exponential f(E).
U: electron potential energy (zero at the centre); E0: cutoff of total energy;
n: density; p: pressure; T: temperature in energy units.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf

E0 = 10.0                 # eV, cutoff of total energy
U_bulk = 4.0              # eV, potential energy at the edge of the bulk


def flat_ratio(U):
    return (1 - U / E0) ** 1.5


# --- Test: count velocity-lattice points with total energy below the cutoff.
# Here w = v*sqrt(m/2), so kinetic energy is w^2, and the cutoff is 1.
points = 150
w = (np.arange(points) + 0.5) / points
w_squared = (w[:, None, None] ** 2 + w[None, :, None] ** 2
             + w[None, None, :] ** 2)
lattice_density = {}
for u in (0.0, 0.4, 0.8):
    inside = w_squared < 1 - u
    count = inside.sum()
    lattice_density[u] = 8 * count / points ** 3
    mean_kinetic = w_squared[inside].mean()
    p_over_n = 2 * np.sum(inside.sum(axis=(1, 2)) * w ** 2) / count
    assert abs(lattice_density[u] / (4 * np.pi / 3 * (1 - u) ** 1.5) - 1) < 5e-3
    assert abs(mean_kinetic / (0.6 * (1 - u)) - 1) < 5e-3
    assert abs(p_over_n / (0.4 * (1 - u)) - 1) < 5e-3
exponent_3d = np.log(lattice_density[0.8] / lattice_density[0.0]) / np.log(0.2)
assert abs(exponent_3d - 1.5) < 5e-3

# Cutoff on the energy of motion along x only: one velocity component counts.
w_line = (np.arange(100000) + 0.5) / 100000
exponent_1d = np.log(np.mean(w_line ** 2 < 0.2)) / np.log(0.2)
assert abs(exponent_1d - 0.5) < 1e-3


# --- Test: force balance and local slope from velocity integrals (m = 1).
def density_and_pressure(f, U, E_max):
    v_max = np.sqrt(2 * (E_max - U))
    n = quad(lambda v: 4 * np.pi * v ** 2 * f(v * v / 2 + U), 0, v_max,
             epsabs=1e-11, epsrel=1e-11)[0]
    p = quad(lambda v: 4 * np.pi / 3 * v ** 4 * f(v * v / 2 + U), 0, v_max,
             epsabs=1e-11, epsrel=1e-11)[0]
    return n, p


step = 1e-3
for f, E_max, is_flat in ((lambda E: 1.0, E0, True),
                          (lambda E: np.exp(-(E / 5) ** 2), 40.0, False)):
    for U in (1.0, 4.0, 7.0):
        n_mid, p_mid = density_and_pressure(f, U, E_max)
        n_hi, p_hi = density_and_pressure(f, U + step, E_max)
        n_lo, p_lo = density_and_pressure(f, U - step, E_max)
        assert abs((p_hi - p_lo) / (2 * step) / n_mid + 1) < 1e-5
        if is_flat:
            slope_T = -n_mid / ((n_hi - n_lo) / (2 * step))
            assert abs(slope_T / (2 / 3 * (E0 - U)) - 1) < 1e-5

# --- Test: Abel inversion recovers f(E) from the density law (m = 1).
U_s = sp.symbols("U", real=True)
T_test = 4.0
flat_n = 4 * sp.pi / 3 * (2 * (E0 - U_s)) ** sp.Rational(3, 2)
flat_n2 = sp.lambdify(U_s, sp.diff(flat_n, U_s, 2), "numpy")
boltz_n2 = sp.lambdify(U_s, sp.diff(sp.exp(-U_s / T_test), U_s, 2), "numpy")
abel_factor = 1 / (2 * np.sqrt(2) * np.pi ** 2)
abel_flat = []
for E in (0.0, 3.0, 7.0):
    width = E0 - E

    def flat_integrand(angle):
        U = E + width * np.sin(angle) ** 2
        jacobian = 2 * width * np.sin(angle) * np.cos(angle)
        return flat_n2(U) / np.sqrt(U - E) * jacobian

    abel_flat.append(abel_factor * quad(flat_integrand, 0, np.pi / 2)[0])
    f_boltz = abel_factor * quad(lambda s: 2 * boltz_n2(E + s * s), 0, 15)[0]
    maxwell = (2 * np.pi * T_test) ** -1.5 * np.exp(-E / T_test)
    assert abs(abel_flat[-1] - 1) < 1e-6
    assert abs(f_boltz / maxwell - 1) < 1e-6

# --- Test: particles start at the centre of the well U = x^2/2 (m = 1), bounce
# and scatter elastically into random directions; cutoff 1/2 puts the edge at 1.
rng = np.random.default_rng(7)
particles = 100000


def relaxed_positions(energy, steps=600, dt=0.1, rate=1.0):
    x = np.zeros(particles)
    speed = np.sqrt(2 * energy)
    mu = rng.uniform(-1, 1, particles)
    vx, transverse2 = speed * mu, speed ** 2 * (1 - mu ** 2)
    c, s, chance = np.cos(dt), np.sin(dt), 1 - np.exp(-rate * dt)
    for _ in range(steps):
        x, vx = x * c + vx * s, vx * c - x * s
        hit = np.flatnonzero(rng.random(particles) < chance)
        speed2 = vx[hit] ** 2 + transverse2[hit]
        mu = rng.uniform(-1, 1, hit.size)
        vx[hit] = np.sqrt(speed2) * mu
        transverse2[hit] = speed2 * (1 - mu ** 2)
    return np.abs(x)


# Accessible phase space per energy grows as E in this well, so the number of
# particles per energy is E*f(E).
edges = np.linspace(0, 1, 11)
x_flat = relaxed_positions(0.5 * np.sqrt(rng.random(particles)))
T_well = 1 / 6            # gives a Boltzmann profile of the same variance
x_boltz = relaxed_positions(rng.gamma(2.0, T_well, particles))
frac_flat = np.histogram(x_flat, edges)[0] / particles
frac_boltz = np.histogram(x_boltz, edges)[0] / particles
norm = quad(lambda x: (1 - x * x) ** 1.5, 0, 1)[0]
law_flat = np.array([quad(lambda x: (1 - x * x) ** 1.5, a, b)[0] / norm
                     for a, b in zip(edges[:-1], edges[1:])])
law_boltz = np.diff(erf(edges / np.sqrt(2 * T_well)))
dev_flat = np.max(np.abs(frac_flat - law_flat))
dev_boltz = np.max(np.abs(frac_boltz - law_boltz))
dev_wrong = np.max(np.abs(frac_flat - law_boltz))
# Counting noise is about 0.0012 per bin; the limit is between 5 and 6 sigma.
assert dev_flat < 0.007 and dev_boltz < 0.007
assert dev_wrong > 0.015

# --- Worked example
n0_cm3, half_width_cm = 1e9, 5.0
pressure_mTorr, gas_T = 5.0, 400.0
ion_mass_u, sigma_e_cm2, sigma_i_cm2 = 40.0, 1e-15, 1e-14
tail_T = 1.0
T_mean = 0.4 * E0         # Boltzmann curve with the same central mean energy
T_slope = 2 / 3 * E0      # Boltzmann curve with the same central slope
crossing = brentq(lambda U: flat_ratio(U) - np.exp(-U / T_mean), 3.0, 9.5)

e, m_e, eps0 = const.e, const.m_e, const.epsilon_0
n0, L = n0_cm3 * 1e6, half_width_cm * 1e-2
M = ion_mass_u * const.atomic_mass
v_cut = np.sqrt(2 * E0 * e / m_e)
f_c_cgs = 3 * n0_cm3 / (4 * np.pi * (v_cut * 100) ** 3)


def tail_increase(U):
    """Relative density added by a tail f_c*exp(-(E-E0)/tail_T) above E0."""
    added = quad(lambda s: np.sqrt(E0 + s - U) * np.exp(-s / tail_T),
                 0, 40 * tail_T)[0]
    return added / (2 / 3 * (E0 - U) ** 1.5)


gas_density = pressure_mTorr * 1e-3 * const.torr / (const.k * gas_T)
mfp_e = 1 / (gas_density * sigma_e_cm2 * 1e-4)
mfp_i = 1 / (gas_density * sigma_i_cm2 * 1e-4)
relax_length = mfp_e * np.sqrt(M / (6 * m_e))
v_ion_edge = np.sqrt(2 * U_bulk * e / M)
mean_time_factor = quad(lambda s: np.arccosh(1 / s), 0, 1)[0]
assert abs(mean_time_factor - np.pi / 2) < 1e-6
time_free = mean_time_factor * L / v_ion_edge
time_slowed = time_free * np.sqrt(L / mfp_i)
mean_energy = 0.6 * E0
v_mean = np.sqrt(2 * mean_energy * e / m_e)
elastic_hits = v_mean / mfp_e * time_slowed
elastic_loss = elastic_hits * 2 * m_e / M
screening = np.sqrt(eps0 * T_slope / (n0 * e))
b_coulomb = e ** 2 / (4 * np.pi * eps0 * m_e * v_mean ** 2)
log_coulomb = np.log(screening / b_coulomb)
rate_ee = n0 * v_mean * 4 * np.pi * b_coulomb ** 2 * log_coulomb
ee_hits = rate_ee * time_slowed

print("TESTS")
print(f"exponent from 3D velocity lattice: {exponent_3d:.4f}")
print(f"exponent, cutoff on x-motion energy only: {exponent_1d:.4f}")
print("Abel inversion, f/f_c at E = 0, 3, 7 eV:",
      " ".join(f"{value:.6f}" for value in abel_flat))
print(f"particles per simulation: {particles}")
print(f"largest bin error, flat f vs 3/2 law: {dev_flat:.4f}")
print(f"largest bin error, exponential f vs Boltzmann: {dev_boltz:.4f}")
print(f"largest bin error, flat f vs Boltzmann: {dev_wrong:.4f}")
print(f"outermost bin, simulated flat f: {frac_flat[-1]:.4f}")
print(f"outermost bin, 3/2 law: {law_flat[-1]:.4f}")
print(f"outermost bin, Boltzmann: {law_boltz[-1]:.4f}")
print("EXAMPLE INPUTS")
print(f"cutoff E0: {E0:.1f} eV; bulk drop: {U_bulk:.1f} eV")
print(f"central density: {n0_cm3:.1e} cm^-3")
print(f"half-width: {half_width_cm:.1f} cm")
print(f"gas: {pressure_mTorr:.1f} mTorr, {gas_T:.0f} K")
print(f"ion mass: {ion_mass_u:.0f} u")
print(f"electron-atom cross section: {sigma_e_cm2:.1e} cm^2")
print(f"ion-atom cross section: {sigma_i_cm2:.1e} cm^2")
print("EXAMPLE RESULTS")
print(f"central cutoff speed: {v_cut * 100:.3e} cm/s")
print(f"phase-space density f_c: {f_c_cgs:.3e} s^3/cm^6")
print(f"central mean kinetic energy: {mean_energy:.2f} eV")
print(f"central p/n: {T_mean:.2f} eV; slope T: {T_slope:.2f} eV")
print("U(eV) n/n0  Boltz(p/n) Boltz(slope) local p/n(eV) inferred U(eV)")
for U in (0.0, 2.0, 4.0, 6.0, 8.0, 9.0):
    inferred = abs(T_mean * np.log(flat_ratio(U)))
    print(f"{U:4.1f} {flat_ratio(U):7.4f} {np.exp(-U / T_mean):9.4f} "
          f"{np.exp(-U / T_slope):11.4f} {0.4 * (E0 - U):11.2f} {inferred:12.2f}")
print(f"flat and Boltzmann(p/n) curves cross at U = {crossing:.2f} eV")
print(f"density at bulk edge: {n0_cm3 * flat_ratio(U_bulk):.3e} cm^-3")
print("NEGLECTED EFFECTS")
for U in (0.0, 4.0, 8.0):
    print(f"density added by {tail_T:.0f} eV tail at U = {U:.0f} eV: "
          f"{100 * tail_increase(U):.1f} %")
    if U > 0:
        with_tail = (flat_ratio(U) * (1 + tail_increase(U))
                     / (1 + tail_increase(0.0)))
        print(f"  n/n0 with tail at U = {U:.0f} eV: {with_tail:.4f}")
print(f"electron mean free path: {mfp_e * 100:.2f} cm")
print(f"energy relaxation length: {relax_length * 100:.0f} cm")
print(f"ion mean free path: {mfp_i * 100:.2f} cm")
print(f"ion edge speed, free fall: {v_ion_edge * 100:.2e} cm/s")
print(f"residence time, free ions: {time_free * 1e6:.1f} us")
print(f"residence time, slowed ions: {time_slowed * 1e6:.1f} us")
print(f"elastic collisions per residence: {elastic_hits:.0f}")
print(f"elastic energy loss per residence: {100 * elastic_loss:.1f} %")
print(f"screening length: {screening * 100:.3f} cm")
print(f"Coulomb logarithm: {log_coulomb:.1f}")
print(f"electron-electron rate: {rate_ee:.2e} s^-1")
print(f"electron-electron collisions per residence: {ee_hits:.2f}")
print(f"density for one such collision: {n0_cm3 / ee_hits:.1e} cm^-3")
print("OK")
```

Output:

```
TESTS
exponent from 3D velocity lattice: 1.5001
exponent, cutoff on x-motion energy only: 0.5000
Abel inversion, f/f_c at E = 0, 3, 7 eV: 1.000000 1.000000 1.000000
particles per simulation: 100000
largest bin error, flat f vs 3/2 law: 0.0011
largest bin error, exponential f vs Boltzmann: 0.0023
largest bin error, flat f vs Boltzmann: 0.0257
outermost bin, simulated flat f: 0.0057
outermost bin, 3/2 law: 0.0058
outermost bin, Boltzmann: 0.0132
EXAMPLE INPUTS
cutoff E0: 10.0 eV; bulk drop: 4.0 eV
central density: 1.0e+09 cm^-3
half-width: 5.0 cm
gas: 5.0 mTorr, 400 K
ion mass: 40 u
electron-atom cross section: 1.0e-15 cm^2
ion-atom cross section: 1.0e-14 cm^2
EXAMPLE RESULTS
central cutoff speed: 1.876e+08 cm/s
phase-space density f_c: 3.619e-17 s^3/cm^6
central mean kinetic energy: 6.00 eV
central p/n: 4.00 eV; slope T: 6.67 eV
U(eV) n/n0  Boltz(p/n) Boltz(slope) local p/n(eV) inferred U(eV)
 0.0  1.0000    1.0000      1.0000        4.00         0.00
 2.0  0.7155    0.6065      0.7408        3.20         1.34
 4.0  0.4648    0.3679      0.5488        2.40         3.06
 6.0  0.2530    0.2231      0.4066        1.60         5.50
 8.0  0.0894    0.1353      0.3012        0.80         9.66
 9.0  0.0316    0.1054      0.2592        0.40        13.82
flat and Boltzmann(p/n) curves cross at U = 6.76 eV
density at bulk edge: 4.648e+08 cm^-3
NEGLECTED EFFECTS
density added by 1 eV tail at U = 0 eV: 15.7 %
density added by 1 eV tail at U = 4 eV: 26.9 %
  n/n0 with tail at U = 4 eV: 0.5098
density added by 1 eV tail at U = 8 eV: 90.8 %
  n/n0 with tail at U = 8 eV: 0.1475
electron mean free path: 8.28 cm
energy relaxation length: 913 cm
ion mean free path: 0.83 cm
ion edge speed, free fall: 4.39e+05 cm/s
residence time, free ions: 17.9 us
residence time, slowed ions: 43.9 us
elastic collisions per residence: 770
elastic energy loss per residence: 2.1 %
screening length: 0.061 cm
Coulomb logarithm: 15.4
electron-electron rate: 4.06e+03 s^-1
electron-electron collisions per residence: 0.18
density for one such collision: 5.6e+09 cm^-3
OK
```
